# Temperature sensitivity of first-order deposition under severe pore diffusion: a numerical check

```python
"""
Result under test: for first-order deposition on the wall of a long pore,
the total rate R has the apparent activation energy
    E_app = w*E + (1-w)*E_D,   w = 1/2 + phi/sinh(2*phi),
so severe pore diffusion (phi >> 1) leaves (E + E_D)/2, not zero.
Symbols: r pore radius, L half-length of a pore open at both ends,
k wall rate constant (m/s), D diffusivity, n0 gas density at the mouth,
phi = L*sqrt(2k/(rD)) Thiele modulus, lam = L/phi reaction depth,
E and E_D = -d ln k/d beta and -d ln D/d beta, beta = 1/(kB*T),
h conductance (m/s) of a barrier outside the mouth.
Rates are per half-pore. Energies in eV, all else in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.linalg import solve_banded

KB_J = const.k
KB = const.k / const.e
r, L = 1.0e-6, 1.0e-3
mass = 50 * const.atomic_mass
E, T_ref, k_ref = 2.0, 1200.0, 0.01
pressure, diameter = 10.0, 0.5e-9
n0 = pressure / (KB_J * T_ref)
CELLS = 4000
dx = L / CELLS


def mean_speed(T):
    return np.sqrt(8 * KB_J * T / (np.pi * mass))


def k_wall(T):
    return k_ref * np.exp(-E / KB * (1 / T - 1 / T_ref))


def D_knudsen(T):
    return 2 * r * mean_speed(T) / 3


def thiele(T):
    return L * np.sqrt(2 * k_wall(T) / (r * D_knudsen(T)))


def solve_pore(k, D, density, h=np.inf):
    """Finite-volume balance; returns total wall uptake and local flux."""
    link = D / dx
    entry = 1 / (dx / (2 * D) + 1 / h)
    diag = np.full(CELLS, 2 * link + 2 * k * dx / r)
    diag[0] += entry - link
    diag[-1] -= link
    bands = np.zeros((3, CELLS))
    bands[0, 1:] = -link
    bands[1] = diag
    bands[2, :-1] = -link
    source = np.zeros(CELLS)
    source[0] = entry * density
    n = solve_banded((1, 1), bands, source)
    wall_flux = k * n
    return 2 * np.pi * r * dx * wall_flux.sum(), wall_flux


def slope_energy(func, T):
    """-d ln(func)/d beta by central difference, in eV."""
    beta = 1 / (KB * T)
    step = 1e-4 * beta
    up = np.log(func(1 / (KB * (beta + step))))
    down = np.log(func(1 / (KB * (beta - step))))
    return -(up - down) / (2 * step)


def rate(T):
    return solve_pore(k_wall(T), D_knudsen(T), n0)[0]


def formula_energy(phi, E_k, E_D):
    w = 0.5 + phi / np.sinh(2 * phi)
    return w * E_k + (1 - w) * E_D


def capture_probability(stick, molecules, rng):
    """Free flights in a semi-infinite pore of unit radius."""
    rho = np.sqrt(rng.random(molecules))
    gamma = 2 * np.pi * rng.random(molecules)
    uz2 = rng.random(molecules)
    reach = -rho * np.cos(gamma) + np.sqrt(1 - (rho * np.sin(gamma))**2)
    z = reach * np.sqrt(uz2 / (1 - uz2))
    caught = 0
    while z.size:
        alive = rng.random(z.size) >= stick
        caught += z.size - np.count_nonzero(alive)
        z = z[alive]
        u = rng.random(z.size)
        axial = np.sqrt(1 - u) * np.sin(2 * np.pi * rng.random(z.size))
        z = z + 2 * np.sqrt(u) * axial / (1 - axial**2)
        z = z[z > 0]
    return caught / molecules


# Knudsen diffusivity from the flight statistics of diffuse emission.
# a: angle to the pore axis, b: angle to the normal in the cross-section.
half = np.pi / 2
z2 = dblquad(lambda a, b: (2 * np.cos(b) * np.cos(a))**2
             * np.cos(b) / np.pi, -half, half, 0, np.pi)[0]
chord = dblquad(lambda a, b: 2 * np.cos(b) * np.sin(a)
                * np.cos(b) / np.pi, -half, half, 0, np.pi)[0]
D_flight = z2 * r**2 / (2 * chord * r / mean_speed(T_ref))
assert abs(D_flight / D_knudsen(T_ref) - 1) < 1e-8

phi_ref = thiele(T_ref)
lam = L / phi_ref
D_ref = D_knudsen(T_ref)
free_path = 1 / (np.sqrt(2) * np.pi * diameter**2 * n0)
assert free_path > 100 * r
print("Inputs: r = %.1f um, L = %.1f mm, mass = %.0f u, E = %.1f eV"
      % (r * 1e6, L * 1e3, mass / const.atomic_mass, E))
print("k at %.0f K = %.3f m/s; pressure there = %.0f Pa"
      % (T_ref, k_ref, pressure))
print("Mouth density n0 = %.3e 1/m^3" % n0)
print("Collision diameter = %.1f nm, mean free path = %.2f mm"
      % (diameter * 1e9, free_path * 1e3))
print("Flights: <z^2>/r^2 = %.5f, mean chord/r = %.5f" % (z2, chord))
print("At %.0f K: mean speed = %.1f m/s, D = %.3e m^2/s"
      % (T_ref, mean_speed(T_ref), D_ref))
print("At %.0f K: phi = %.3f, reaction depth lam = %.1f um"
      % (T_ref, phi_ref, lam * 1e6))
print("At %.0f K: sticking probability 4k/v = %.2e"
      % (T_ref, 4 * k_ref / mean_speed(T_ref)))

print("T (K) | phi | eta | R (1/s) | E_app (eV) | E_app/E")
for T in (900.0, 1000.0, 1100.0, 1200.0, 1300.0, 1400.0):
    phi = thiele(T)
    R = rate(T)
    closed = np.pi * r**2 * n0 * D_knudsen(T) / L * phi * np.tanh(phi)
    assert abs(R / closed - 1) < 1e-4
    eta = R / (2 * np.pi * r * L * k_wall(T) * n0)
    assert abs(eta * phi / np.tanh(phi) - 1) < 1e-4
    E_app = slope_energy(rate, T)
    assert abs(E_app - formula_energy(phi, E, KB * T / 2)) < 1e-3
    print("%5.0f | %7.3f | %.4f | %.3e | %.4f | %.4f"
          % (T, phi, eta, R, E_app, E_app / E))
E_limit = (E + KB * T / 2) / 2
assert abs(E_app - E_limit) < 1e-3
print("Severe limit (E+E_D)/2 at %.0f K = %.4f eV = %.1f kJ/mol"
      % (T, E_limit, E_limit * const.e * const.N_A / 1e3))
print("E_D = kB*T/2 at %.0f K = %.4f eV" % (T, KB * T / 2))
print("Sticking probability at %.0f K = %.2e, lam = %.1f um"
      % (T, 4 * k_wall(T) / mean_speed(T), L / thiele(T) * 1e6))

# Intrinsic share w of E at chosen Thiele moduli, from the solved balance:
# only k is varied, D is kept constant.
print("Share of E kept when D is constant:")
for phi in (0.3, 1.0, 2.0, 3.0, 5.0):
    k_mid = phi**2 * r * D_ref / (2 * L**2)
    hi = solve_pore(k_mid * 1.001, D_ref, n0)[0]
    lo = solve_pore(k_mid / 1.001, D_ref, n0)[0]
    share = np.log(hi / lo) / (2 * np.log(1.001))
    assert abs(share - formula_energy(phi, 1.0, 0.0)) < 1e-4
    print("  phi = %.1f: share = %.4f" % (phi, share))

# Growth of the rate over a 100 K step in the severe regime.
T1, T2 = 1300.0, 1400.0
grow_R = rate(T2) / rate(T1)
grow_k = k_wall(T2) / k_wall(T1)
grow_D = D_knudsen(T2) / D_knudsen(T1)
assert abs(grow_R / np.sqrt(grow_k * grow_D) - 1) < 1e-3
print("From %.0f to %.0f K: R x %.3f, k x %.3f, D x %.4f"
      % (T1, T2, grow_R, grow_k, grow_D))

# Local activation energy of the deposit at a fixed depth.
beta = 1 / (KB * T_ref)
step = 1e-4 * beta
flux = []
for b in (beta + step, beta - step):
    T = 1 / (KB * b)
    flux.append(solve_pore(k_wall(T), D_knudsen(T), n0)[1])
E_local = -np.log(flux[0] / flux[1]) / (2 * step)
x = (np.arange(CELLS) + 0.5) * dx
E_D_ref = KB * T_ref / 2
y = phi_ref * (1 - x / L)
E_local_formula = E - (E - E_D_ref) / 2 * (
    phi_ref * np.tanh(phi_ref) - y * np.tanh(y))
assert np.max(np.abs(E_local - E_local_formula)) < 2e-3
flux_ref = solve_pore(k_ref, D_ref, n0)[1]
E_mean = np.sum(E_local * flux_ref) / np.sum(flux_ref)
assert abs(E_mean - formula_energy(phi_ref, E, E_D_ref)) < 1e-3
print("Local activation energy at %.0f K:" % T_ref)
for multiple in (0, 1, 2, 3, 4):
    i = int(multiple * lam / dx)
    print("  depth %6.1f um (%.2f lam): %.3f eV, flux/mouth flux %.4f"
          % (x[i] * 1e6, x[i] / lam, E_local[i],
             flux_ref[i] / (k_ref * n0)))
i_zero = int(np.argmax(E_local < 0))
assert E_local[i_zero] < 0 < E_local[i_zero - 1]
assert 2.0 < x[i_zero] / lam < 2.3
print("  sign change at %.1f um = %.3f lam"
      % (x[i_zero] * 1e6, x[i_zero] / lam))
print("  rate-weighted mean = %.4f eV" % E_mean)

# Barrier of fixed conductance outside the mouth.
h = 0.05
E_barrier = slope_energy(
    lambda T: solve_pore(k_wall(T), D_knudsen(T), n0, h)[0], T_ref)
G = D_ref / L * phi_ref * np.tanh(phi_ref)
E_series = formula_energy(phi_ref, E, E_D_ref) * h / (h + G)
assert abs(E_barrier - E_series) < 1e-4
print("Outside barrier h = %.3f m/s, pore G = %.3f m/s: E_app = %.4f eV"
      % (h, G, E_barrier))

# Activated diffusivity, equal to the Knudsen value at T_ref.
E_D_act = 0.8
E_activated = slope_energy(
    lambda T: solve_pore(k_wall(T), D_ref * np.exp(
        -E_D_act / KB * (1 / T - 1 / T_ref)), n0)[0], T_ref)
assert abs(E_activated - formula_energy(phi_ref, E, E_D_act)) < 1e-3
print("Diffusivity activated by %.1f eV: E_app = %.4f eV"
      % (E_D_act, E_activated))

# Fixed pressure instead of fixed density at the mouth.
E_pressure = slope_energy(
    lambda T: solve_pore(k_wall(T), D_knudsen(T),
                         pressure / (KB_J * T))[0], T_ref)
E_density = slope_energy(rate, T_ref)
assert abs(E_density - E_pressure - KB * T_ref) < 1e-5
print("At %.0f K: E_app = %.4f eV at fixed density, %.4f eV at fixed p"
      % (T_ref, E_density, E_pressure))

# Free-flight Monte Carlo. Diffusion theory gives 4*sqrt(s/3) for the
# capture probability; the tolerances cover sampling noise and the
# finite ratio of pore radius to reaction depth.
rng = np.random.default_rng(12345)
molecules = 100000
sticks = (1e-3, 1e-4)
caught = [capture_probability(s, molecules, rng) for s in sticks]
exponent = np.log(caught[0] / caught[1]) / np.log(sticks[0] / sticks[1])
noise = np.sqrt(sum((1 - c) / (c * molecules) for c in caught))
noise /= np.log(sticks[0] / sticks[1])
assert 0.45 < exponent < 0.54
print("Free flights, %d molecules per run:" % molecules)
for s, c in zip(sticks, caught):
    theory = 4 * np.sqrt(s / 3)
    assert 0.88 < c / theory < 1.06
    print("  sticking %.0e: captured %.5f, diffusion theory %.5f"
          % (s, c, theory))
print("  exponent of capture in sticking = %.3f +- %.3f"
      % (exponent, noise))

print("done: every assertion held")
```

Running it gives:

```
Inputs: r = 1.0 um, L = 1.0 mm, mass = 50 u, E = 2.0 eV
k at 1200 K = 0.010 m/s; pressure there = 10 Pa
Mouth density n0 = 6.036e+20 1/m^3
Collision diameter = 0.5 nm, mean free path = 1.49 mm
Flights: <z^2>/r^2 = 2.66667, mean chord/r = 2.00000
At 1200 K: mean speed = 712.8 m/s, D = 4.752e-04 m^2/s
At 1200 K: phi = 6.487, reaction depth lam = 154.1 um
At 1200 K: sticking probability 4k/v = 5.61e-05
T (K) | phi | eta | R (1/s) | E_app (eV) | E_app/E
  900 |   0.278 | 0.9751 | 5.862e+07 | 1.9514 | 0.9757
 1000 |   0.982 | 0.7679 | 6.086e+08 | 1.5719 | 0.7859
 1100 |   2.752 | 0.3604 | 2.355e+09 | 1.0674 | 0.5337
 1200 |   6.487 | 0.1541 | 5.846e+09 | 1.0259 | 0.5130
 1300 |  13.379 | 0.0747 | 1.255e+10 | 1.0280 | 0.5140
 1400 |  24.849 | 0.0402 | 2.419e+10 | 1.0302 | 0.5151
Severe limit (E+E_D)/2 at 1400 K = 1.0302 eV = 99.4 kJ/mol
E_D = kB*T/2 at 1400 K = 0.0603 eV
Sticking probability at 1400 K = 8.23e-04, lam = 40.2 um
Share of E kept when D is constant:
  phi = 0.3: share = 0.9712
  phi = 1.0: share = 0.7757
  phi = 2.0: share = 0.5733
  phi = 3.0: share = 0.5149
  phi = 5.0: share = 0.5005
From 1300 to 1400 K: R x 1.927, k x 3.579, D x 1.0377
Local activation energy at 1200 K:
  depth    0.1 um (0.00 lam): 1.999 eV, flux/mouth flux 0.9992
  depth  154.1 um (1.00 lam): 1.026 eV, flux/mouth flux 0.3679
  depth  308.4 um (2.00 lam): 0.050 eV, flux/mouth flux 0.1353
  depth  462.4 um (3.00 lam): -0.928 eV, flux/mouth flux 0.0499
  depth  616.6 um (4.00 lam): -1.930 eV, flux/mouth flux 0.0184
  sign change at 316.4 um = 2.052 lam
  rate-weighted mean = 1.0259 eV
Outside barrier h = 0.050 m/s, pore G = 3.083 m/s: E_app = 0.0164 eV
Diffusivity activated by 0.8 eV: E_app = 1.4000 eV
At 1200 K: E_app = 1.0259 eV at fixed density, 0.9225 eV at fixed p
Free flights, 100000 molecules per run:
  sticking 1e-03: captured 0.06707, diffusion theory 0.07303
  sticking 1e-04: captured 0.02266, diffusion theory 0.02309
  exponent of capture in sticking = 0.471 +- 0.010
done: every assertion held
```
